# Where Coulomb Attraction to a Silicon Donor Equals Thermal Energy: a numerical check

```python
"""
Result under test: an electron and a singly charged donor in silicon have
Coulomb energy of magnitude kT at the distance
    r_c = e^2 / (4 pi eps0 eps_r kT), roughly 5 nm at 300 K.
Symbols: eps_r relative permittivity, kT thermal energy, n electron density.
Working units are nm, eV and V/nm unless a name says otherwise.
The program also sizes carrier screening, applied field, quantum spread,
degeneracy and the meaning of r_c for bound and passing electrons.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, lambertw

# Rough typical silicon values and chosen operating conditions
eps_r = 11.7
temperature = 300.0
mass_t, mass_l = 0.19, 0.98
lattice_nm = 0.543
densities_cm3 = [1e16, 1e18]
field_MV_cm = 0.1

kT = sc.k * temperature / sc.e
coulomb_vac = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
hbar2_2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18        # eV nm^2
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]


def radius_formula(permittivity, temp):
    """Distance in nm, evaluated through Hartree atomic units."""
    thermal_hartree = sc.k * temp / sc.e / hartree_eV
    return bohr_nm / (permittivity * thermal_hartree)


r_c = radius_formula(eps_r, temperature)

# Screened ion charge from the polarization at the wall of a small cavity
cavity = 0.2
eps0_e = 1 / (4 * np.pi * coulomb_vac)                   # e/(V nm)


def charge_balance(total_charge):
    wall_field = coulomb_vac * total_charge / cavity**2
    polarization = eps0_e * (eps_r - 1) * wall_field
    bound_charge = -4 * np.pi * cavity**2 * polarization
    return total_charge - 1 - bound_charge


seen_charge = brentq(charge_balance, 0, 1, xtol=1e-14)
assert abs(seen_charge * eps_r - 1) < 1e-10


# Work against the force, then a root search for energy equal to kT
def separation_work(r):
    return quad(lambda x: coulomb_vac * seen_charge / x**2, r, np.inf)[0]


r_numeric = brentq(lambda r: separation_work(r) - kT, 1, 50)
assert abs(r_numeric / r_c - 1) < 1e-6
assert 4.5 < r_numeric < 5.5
r_mean_kinetic = brentq(lambda r: separation_work(r) - 1.5 * kT, 1, 50)
assert abs(r_mean_kinetic / r_c - 2 / 3) < 1e-6

# Fraction of a thermal population at r_c that has negative total energy
rng = np.random.default_rng(7)
kinetic_over_kT = 0.5 * np.sum(rng.normal(size=(400000, 3))**2, axis=1)
sampled_fraction = np.mean(kinetic_over_kT < separation_work(r_c) / kT)
bound_fraction = erf(1) - 2 / np.sqrt(np.pi) * np.exp(-1)
assert abs(sampled_fraction - bound_fraction) < 0.004


# Classical passage without energy loss; lengths in r_c, energies in kT
def motion(t, y):
    return np.concatenate((y[2:], -y[:2] / np.hypot(y[0], y[1])**3))


start = np.array([-20.0, 1.0])
speed = np.sqrt(2 * (1.5 + 1 / np.hypot(*start)))
path = solve_ivp(motion, (0, 40), [*start, speed, 0], rtol=1e-9,
                 atol=1e-10, t_eval=np.linspace(0, 40, 8001))
distance = np.hypot(path.y[0], path.y[1])
end_energy = 0.5 * np.sum(path.y[2:, -1]**2) - 1 / distance[-1]
assert distance.min() < 1 and distance[-1] > distance[0]
assert np.dot(path.y[:2, -1], path.y[2:, -1]) > 0
assert abs(end_energy - 1.5) < 1e-5

# Carrier screening: finite differences against the Debye result
screening_rows = []
for density in densities_cm3:
    debye = 1e9 * np.sqrt(sc.epsilon_0 * eps_r * sc.k * temperature
                          / (sc.e**2 * density * 1e6))
    r_screened = debye * np.real(lambertw(r_c / debye))
    n_nm = density * 1e-21
    step = 1e-4
    density_slope = n_nm * (np.exp(step) - np.exp(-step)) / (2 * step)
    curvature = 4 * np.pi * r_numeric * density_slope
    grid = np.linspace(0, 12 * debye, 20001)
    h = grid[1]
    size = len(grid) - 2
    bands = np.ones((3, size))
    bands[1] = -2 - h**2 * curvature
    source = np.zeros(size)
    source[0] = -r_numeric
    u = np.concatenate(([r_numeric],
                        solve_banded((1, 1), bands, source), [0]))
    r_grid = np.interp(0, grid - u, grid)
    assert abs(r_grid / r_screened - 1) < 1e-4
    electrons_inside = n_nm * 4 * np.pi * r_c**3 / 3
    screening_rows.append((density, debye, r_screened, electrons_inside))

# Applied field: locate the saddle on the downhill side of the ion
field_V_nm = field_MV_cm * 0.1
strength = coulomb_vac / eps_r
saddle = minimize_scalar(lambda z: strength / z + field_V_nm * z,
                         bounds=(0.5, 50), method="bounded",
                         options={"xatol": 1e-8})
r_saddle = np.sqrt(strength / field_V_nm)
lowering = 2 * np.sqrt(strength * field_V_nm)
assert abs(saddle.x / r_saddle - 1) < 1e-5
assert abs(saddle.fun / lowering - 1) < 1e-8
ion_field_V_nm = (separation_work(r_c - 1e-3)
                  - separation_work(r_c + 1e-3)) / 2e-3
assert abs(ion_field_V_nm / (kT / r_c) - 1) < 1e-5


# Thermal wavelengths tested through a momentum-space count of states
def thermal_wavelength(mass):
    return 1e9 * sc.h / np.sqrt(2 * np.pi * mass * sc.m_e
                                * sc.k * temperature)


def axis_count(mass):
    return quad(lambda k: np.exp(-hbar2_2m * k**2 / (mass * kT)),
                -np.inf, np.inf)[0] / (2 * np.pi)


wave_t, wave_l = thermal_wavelength(mass_t), thermal_wavelength(mass_l)
states_cm3 = 12 * axis_count(mass_t)**2 * axis_count(mass_l) * 1e21
assert abs(states_cm3 / (12e21 / (wave_t**2 * wave_l)) - 1) < 1e-6

# Kinetic energy of a Gaussian packet of rms width r_c/2 on each axis
width = r_c / 2


def packet(x):
    return np.exp(-x**2 / (4 * width**2))


norm = quad(lambda x: packet(x)**2, -12 * width, 12 * width)[0]
slope2 = quad(lambda x: (x / (2 * width**2) * packet(x))**2,
              -12 * width, 12 * width)[0] / norm
packet_energy = hbar2_2m * slope2 * (2 / mass_t + 1 / mass_l)
packet_formula = hbar2_2m / r_c**2 * (2 / mass_t + 1 / mass_l)
assert abs(packet_energy / packet_formula - 1) < 1e-7

# Scaling comparisons, again located from the work integral
r_vacuum = brentq(lambda r: separation_work(r) / seen_charge - kT, 5, 200)
r_hot = brentq(lambda r: separation_work(r) - kT * 400 / temperature, 1, 50)
assert abs(r_vacuum / radius_formula(1, temperature) - 1) < 1e-6
assert abs(r_hot / radius_formula(eps_r, 400) - 1) < 1e-6

print(f"Temperature: {temperature:.0f} K")
print(f"Relative permittivity of silicon (rough): {eps_r:.1f}")
print(f"Thermal energy kT: {kT * 1e3:.2f} meV")
print(f"Thermal energy kT: {kT / hartree_eV:.4e} hartree")
print(f"Vacuum Coulomb constant e^2/(4 pi eps0): {coulomb_vac:.4f} eV nm")
print(f"Same constant divided by eps_r: {strength:.4f} eV nm")
print(f"Ion charge seen through the crystal: {seen_charge:.4f} e")
print(f"Radius r_c from formula: {r_c:.2f} nm")
print(f"Radius r_c from work integral: {r_numeric:.2f} nm")
print(f"Radius r_c: {r_c / bohr_nm:.1f} bohr")
print(f"Radius if thermal energy means 3kT/2: {r_mean_kinetic:.2f} nm")
print(f"Radius in vacuum at 300 K: {r_vacuum:.1f} nm")
print(f"Radius in silicon at 400 K, same eps_r: {r_hot:.2f} nm")
print(f"Fraction with negative energy at r_c, formula: {bound_fraction:.3f}")
print(f"Same fraction, random sampling: {sampled_fraction:.3f}")
print(f"Passing electron, total energy: {1.5 * kT * 1e3:.1f} meV")
print(f"Passing electron, impact offset: {start[1] * r_c:.2f} nm")
print(f"Passing electron, closest approach: {distance.min() * r_c:.2f} nm")
print(f"Passing electron, final distance: {distance[-1] * r_c:.0f} nm")
for density, debye, r_screened, inside in screening_rows:
    print(f"Electron density: {density:.0e} cm^-3")
    print(f"  Debye length: {debye:.2f} nm")
    print(f"  Screened equality radius: {r_screened:.2f} nm")
    print(f"  Change from r_c: {100 * (r_screened / r_c - 1):.1f} %")
    print(f"  Mean electrons in r_c sphere, uniform n: {inside:.4f}")
    print(f"  Degeneracy ratio n/N_c: {density / states_cm3:.1e}")
print(f"Effective density of states N_c: {states_cm3:.2e} cm^-3")
print(f"Ion field at r_c: {ion_field_V_nm * 10:.3f} MV/cm")
print(f"Applied junction field: {field_MV_cm:.2f} MV/cm")
print(f"Saddle distance in that field: {r_saddle:.2f} nm")
print(f"Barrier lowering in that field: {lowering * 1e3:.1f} meV")
print(f"Transverse mass (rough): {mass_t:.2f} electron masses")
print(f"Longitudinal mass (rough): {mass_l:.2f} electron masses")
print(f"Thermal wavelength, transverse mass: {wave_t:.2f} nm")
print(f"Thermal wavelength, longitudinal mass: {wave_l:.2f} nm")
print(f"Packet rms width per axis, r_c/2: {width:.2f} nm")
print(f"Packet kinetic energy: {packet_energy * 1e3:.1f} meV")
print(f"Packet kinetic energy over kT: {packet_energy / kT:.2f}")
print(f"Lattice constant (rough): {lattice_nm:.3f} nm")
print(f"r_c over lattice constant: {r_c / lattice_nm:.1f}")
print("success")
```

It prints:

```
Temperature: 300 K
Relative permittivity of silicon (rough): 11.7
Thermal energy kT: 25.85 meV
Thermal energy kT: 9.5004e-04 hartree
Vacuum Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Same constant divided by eps_r: 0.1231 eV nm
Ion charge seen through the crystal: 0.0855 e
Radius r_c from formula: 4.76 nm
Radius r_c from work integral: 4.76 nm
Radius r_c: 90.0 bohr
Radius if thermal energy means 3kT/2: 3.17 nm
Radius in vacuum at 300 K: 55.7 nm
Radius in silicon at 400 K, same eps_r: 3.57 nm
Fraction with negative energy at r_c, formula: 0.428
Same fraction, random sampling: 0.428
Passing electron, total energy: 38.8 meV
Passing electron, impact offset: 4.76 nm
Passing electron, closest approach: 3.51 nm
Passing electron, final distance: 245 nm
Electron density: 1e+16 cm^-3
  Debye length: 40.88 nm
  Screened equality radius: 4.29 nm
  Change from r_c: -10.0 %
  Mean electrons in r_c sphere, uniform n: 0.0045
  Degeneracy ratio n/N_c: 3.5e-04
Electron density: 1e+18 cm^-3
  Debye length: 4.09 nm
  Screened equality radius: 2.55 nm
  Change from r_c: -46.4 %
  Mean electrons in r_c sphere, uniform n: 0.4520
  Degeneracy ratio n/N_c: 3.5e-02
Effective density of states N_c: 2.83e+19 cm^-3
Ion field at r_c: 0.054 MV/cm
Applied junction field: 0.10 MV/cm
Saddle distance in that field: 3.51 nm
Barrier lowering in that field: 70.2 meV
Transverse mass (rough): 0.19 electron masses
Longitudinal mass (rough): 0.98 electron masses
Thermal wavelength, transverse mass: 9.87 nm
Thermal wavelength, longitudinal mass: 4.35 nm
Packet rms width per axis, r_c/2: 2.38 nm
Packet kinetic energy: 19.4 meV
Packet kinetic energy over kT: 0.75
Lattice constant (rough): 0.543 nm
r_c over lattice constant: 8.8
success
```
